Why d-Electron Screening Lengthens Hot-Electron Lifetimes in Copper and Gold

An electron placed about 1 eV above the Fermi level of copper or gold soon loses its energy to other electrons. A first estimate of its lifetime treats the metal as a free-electron gas with the density of the outer sp electrons. The lifetimes in these metals are longer than this estimate. That is puzzling at first sight, because the metals also contain filled d shells, and more electrons might be expected to mean more collisions.

The d shells begin roughly 2 eV below the Fermi level. An electron with less excess energy than that cannot lift a d electron into an empty state. The d shells can still polarize, however, and so weaken the interaction between the hot electron and the sp electrons it scatters from. The model below isolates this effect: a free-electron band in a medium with a real, constant dielectric constant ε_b. Comparing ε_b > 1 with ε_b = 1 at the same sp density and mass shows what the polarization alone does.

**The decay rate**

Atomic units are used in the algebra. Energies are measured from the Fermi level, the hot electron has momentum p and energy ξ = (p² − k_F²)/2, and the temperature is zero. The GW self-energy is

Σ(p,E) = i ∫d³q/(2π)³ ∫dν/(2π) G(p−q, E−ν) W(q,ν).

The instantaneous part of W, which is v_q/ε_b for a constant background, gives a real exchange term. The rest has the spectral form

W_c(q,ν) = ∫₀^∞ dω' B(q,ω') [1/(ν−ω'+iη) − 1/(ν+ω'−iη)],
B = (v_q/π) Im[−1/ε(q,ω')], v_q = 4π/q².

If the intermediate state, of energy ξ', is empty, then G = 1/(E−ν−ξ'+iη) has its pole in the upper half of the ν plane. Closing the contour below picks up only ν = ω'−iη, and the factor (i/2π)(−2πi) = 1 leaves B/(E−ξ'−ω'+iη). If the state is occupied, closing above gives B/(E−ξ'+ω'−iη). Its imaginary part needs E = ξ'−ω' ≤ 0, which is impossible for a hot electron.

An amplitude whose energy has imaginary part Im Σ decays in probability at the rate Γ = −2 Im Σ. Here Σ is taken at E = ξ, without a quasiparticle renormalization factor. Since Im 1/(x+iη) = −πδ(x), each q contributes 2πB, so

Γ = 2 ∫d³q/(2π)³ v_q Im[−1/ε(q,ω)], ω = ξ−ξ' = pq cosθ − q²/2.

The final state must be empty, ξ' > 0, which restricts the energy loss to 0 < ω < ξ.

At fixed q, d cosθ = dω/(pq). With d³q = 2πq² dq d cosθ, the prefactor is 2·2π·4π/(2π)³ = 2/π, and the powers of q combine as q²·(1/q)·(1/q²) = 1/q:

Γ = (2/πp) ∫₀^ξ dω ∫ dq/q Im[−1/ε(q,ω)].

The condition |cosθ| ≤ 1 confines q between p − √(p²−2ω) and p + √(p²−2ω), which tend to 0 and 2k_F at low energy.

**What the d shells change**

In the random-phase approximation the polarizations of the two groups of electrons add:

ε(q,ω) = ε_b − v_q χ₀(q,ω),

where χ₀ is the response of the free-electron band. Below the d threshold ε_b has no imaginary part. All absorption then comes from the band, through

−Im χ₀ = π·2 ∫d³k/(2π)³ δ(ω − k_z q − q²/2),

with the z axis along q, the factor 2 for spin, k inside the Fermi sphere and k+q outside it. The delta function gives a factor 1/q and fixes k_z = ω/q − q/2. The two Pauli conditions then leave an annulus of transverse momenta:

k_F² − (k_z+q)² < k_⊥² < k_F² − k_z².

Its area is π[(k_z+q)² − k_z²] = π(2k_z q + q²) = 2πω. This holds as long as k_z+q = ω/q + q/2 < k_F, which at small ω covers nearly all of 0 < q < 2k_F. Therefore

−Im χ₀ = π·[2/(2π)³]·(1/q)·2πω = ω/(2πq), Im ε = v_q·ω/(2πq) = 2ω/q³.

The background does not appear here: the number of available electron–hole pairs is unchanged. It enters through the real part of ε, which at low energy may be taken at ω = 0. The two time orderings of the static response contribute equally. The condition that k+q be empty may be dropped, because pairs of states that are both occupied enter twice with opposite energy differences and cancel. With the integral taken as a principal value, this gives

χ₀(q,0) = −4 ∫_{k<k_F} d³k/(2π)³ 1/(k·q + q²/2)
= −(1/π²q) ∫₀^{k_F} dk k ln|(k+q/2)/(k−q/2)|.

An antiderivative of k ln|(k+a)/(k−a)| is ak + ½(k²−a²) ln|(k+a)/(k−a)|, as differentiation confirms. With a = q/2 and x = q/(2k_F),

χ₀(q,0) = −(k_F/π²) F(x), F(x) = ½ + [(1−x²)/(4x)] ln|(1+x)/(1−x)|.

F falls from 1 at x = 0 to ½ at x = 1. Multiplying by −v_q gives

Re ε = ε_b + k_TF² F/q², k_TF² = 4k_F/π.

The ratio of Im ε to the band's part of Re ε is about 2ω/(q k_TF²) = πω/(2k_F q). It is small except for q of order ω/k_F, a range that shrinks to nothing as ω → 0. So Im[−1/ε] = Im ε/|ε|² becomes

Im[−1/ε] = (2ω/q³)·q⁴/(ε_b q² + k_TF² F)² = 2ωq/(ε_b q² + k_TF² F)².

With ∫₀^ξ ω dω = ξ²/2 and p → k_F,

Γ = (2ξ²/πk_F) ∫₀^{2k_F} dq/(ε_b q² + k_TF² F)².

The factor ξ² is the usual phase space of a Fermi liquid. All dependence on the background is in the integral, which decreases when ε_b increases. In this low-energy model the lifetime must therefore rise.

**Why the power is one half**

Suppose that small momentum transfers dominate, k_TF ≪ 2k_F√ε_b. Then F may be set to 1 and the upper limit moved to infinity. Substituting q = (k_TF/√ε_b) tan φ turns the integrand into cos²φ:

∫₀^∞ dq/(ε_b q² + k_TF²)² = [1/(k_TF³√ε_b)] ∫₀^{π/2} cos²φ dφ = π/(4k_TF³√ε_b).

The rate is then

Γ = ξ²/(2k_F k_TF³ √ε_b).

It falls as the inverse square root of the background dielectric constant.

One might have expected ε_b⁻², since a collision rate contains the square of an interaction and the background divides the Coulomb interaction by ε_b. At each momentum transfer that would hold if the background were the only screening. But the static screened interaction is

W = 4π/(ε_b q² + k_TF²).

At long wavelength it equals 4π/k_TF², whatever ε_b is. The mobile electrons screen a slowly varying charge completely. If the background has already reduced the field, they have less left to do, and the sum is the same. The background weakens only the interaction at larger q, where the mobile electrons screen poorly.

The integrand therefore keeps its height, 1/k_TF⁴, while its width shrinks as k_TF/√ε_b. The rate is height times width. The hot electron keeps most of its collisions with small momentum transfer and loses much of the rest. In the low-energy limit its energy losses ω are distributed as before, in proportion to ω.

**Between the limits**

How well the power holds at a given density follows from the local exponent n = −d ln Γ/d ln ε_b. Write D = ε_b q² + k_TF²F. Differentiating the integral of D⁻² gives

n = 2 ∫dq ε_b q² D⁻³ / ∫dq D⁻² = 2⟨ε_b q²/D⟩,

where the average is weighted with D⁻². The fraction ε_b q²/D is the background's share of the screening. In the long-range limit it equals sin²φ with weight cos²φ, so n = 2(π/16)/(π/4) = ½.

In the opposite limit, k_TF ≫ 2k_F√ε_b, the band dominates the screening up to the largest momentum transfer. The fraction is then small everywhere that matters and n → 0: a background hardly changes the rate. This limit means low density, where the random-phase approximation is itself doubtful, so it serves to show the trend.

At metallic density two corrections compete. The cutoff at 2k_F removes large q, where the background's share is highest, and lowers n. The decrease of F with q weakens the band's screening there, raises the background's share and gives those momenta more weight, so it raises n.

**A model metal in numbers**

Take r_s = 3, ε_b = 6 and ξ = 1 eV. These are round model parameters. The density is close to that of gold's sp electrons (r_s = 3.01 for one electron per atom; copper has 2.67), but ε_b is chosen, not calculated for either metal. The Fermi energy is 5.568 eV, k_F = 1.209 Å⁻¹ and k_TF = 1.706 Å⁻¹. The small parameter k_TF/(2k_F√ε_b) is 0.71 without the background and 0.29 with it, so the limit is not obviously reached.

To evaluate the limiting law in eV, multiply it by (πk_TF²/4k_F)², which equals 1 in atomic units, and use k_F² = 2E_F:

Γ = π² k_TF ξ²/(32k_F³√ε_b) = (π²/64)(k_TF/k_F) ξ²/(E_F√ε_b).

Here k_TF/k_F = 1.706/1.209 = 1.411. For ε_b = 1 this gives

Γ = 0.1542 × 1.411 × 1/5.568 eV = 0.0391 eV,

and division by √6 = 2.449 gives 0.0160 eV. The lifetimes ħ/Γ are 16.8 fs and 41.3 fs.

Keeping F and the cutoff changes little: the rates become 0.0384 eV and 0.0160 eV, with ratio 0.418 instead of 0.408. The local exponents are 0.456 at ε_b = 1 and 0.501 at ε_b = 6. The square root thus works better at this density than the small parameter suggests, because the two corrections largely cancel. With F = 1 and only the cutoff kept, the averages of sin²φ taken over 0 < φ < arctan(2k_F√ε_b/k_TF) would give n = 0.39 and 0.49; the decrease of F raises these to the values above.

The mechanism can be read from the static interaction. With the background it is 0.9998 times its former value at q = 0.01 Å⁻¹, 0.71 times at 0.5 Å⁻¹ and 0.23 times at 2 Å⁻¹. Half of the static rate comes from momentum transfers below 0.72 Å⁻¹ without the background and below 0.31 Å⁻¹ with it. That ratio, 0.43, is close to 1/√6 = 0.41.

The limiting law was also tested against the full dynamical rate, with the complete frequency-dependent χ₀, at the very high density r_s = 0.01 and the small excess energy ξ = 10⁻⁴E_F. The rate fell to 0.4995 of its free-electron value for ε_b = 4 and to 0.3327 for ε_b = 9, against the expected ½ and ⅓. The small remaining deviations come mostly from the finite ξ: at ξ = 10⁻²E_F the ratios are already 0.465 and 0.290.

**Corrections at finite energy**

At r_s = 3 and ξ = 1 eV the full dynamical rates are 0.0326 eV without the background and 0.0123 eV with it. The lifetimes are 20.2 fs and 53.6 fs. Their ratio is 2.66, larger than √6. As ξ rises from 0.01 to 1.5 eV, the ratio of the rates, with the background over without it, falls from 0.42 to 0.36. At 0.1 eV and below, the background helps slightly less than the square root says (1/√6 = 0.41); from 0.5 to 1.5 eV, it helps more.

Two effects of first order in ξ lower the rates, and the second of them changes their ratio. First, the prefactor is 1/p rather than 1/k_F. Since p = k_F√(1+ξ/E_F), it lowers both rates by the fraction ξ/(2E_F), which does not alter their ratio.

Second, the static approximation fails for q of order ω/k_F. There q is small, pair energies are proportional to k_F q, and the band's part of ε has the form (k_TF²/q²) g(ν) with ν = ω/(k_F q). This is far larger than ε_b, so the loss function is (q²/k_TF²) Im[−1/g(ν)] and does not contain the background. With q = ω/(k_F ν), the integral over dq/q in this region is proportional to ω², while the main term is proportional to ω. The rate changes by an amount proportional to ξ³ that is the same for both backgrounds. Relative to the smaller rate it counts for more.

The upper end, q ≈ 2k_F, adds nothing at this order. There Im χ₀ falls to zero almost linearly between 2k_F − ω/k_F and 2k_F + ω/k_F, which has the same integral as a sharp cutoff at 2k_F.

The numbers bear this out. At ξ = 0.1 eV the full rate lies below the static one by 1.71% for ε_b = 1 and by 2.85% for ε_b = 6. The prefactor explains 0.1/(2 × 5.568) = 0.90% of each. The remainders are 0.81% and 1.95%, whose ratio is 2.4. The inverse ratio of the static rates is 1/0.418 = 2.4.

**The threshold**

A constant ε_b is itself an approximation. A medium that absorbs above a threshold has a real part that grows as the threshold is approached from below. To see how much this matters, replace the constant by a causal background with Im ε_b = 3.41 between 2 and 20 eV and zero elsewhere, chosen so that its static value is again 6. At 1 eV its real part has risen to 6.31. The rate of the 1 eV electron is 1.4% lower than with the constant, so the constant serves well here.

At ξ = 3 eV the electron can excite the background. The rate is then 0.111 eV, against 0.067 eV if the imaginary part is removed by hand and the real part kept. The new decay channel raises the rate by a factor of 1.67. The free-electron rate at this energy is 0.224 eV, so the lifetime in this model remains longer than the free-electron value even above the threshold. What ends there is the background's role as a pure screener. Whether the advantage survives depends on the strength of the absorption, which was chosen here and not calculated for a metal. It also depends on how the absorption varies with q. About three quarters of the new channel comes from momentum transfers above 1 Å⁻¹, where a q-independent background is least reliable, so the factor 1.67 belongs to this model only.

**What the model says about copper and gold**

The argument explains how filled d shells can lengthen lifetimes without reducing the number of sp electrons. It does not predict the lifetimes themselves. In the real metals d character mixes into the sp states near the Fermi level, the bands are not parabolic, and the rate depends on the direction of p. Such effects change both the available pairs and the matrix elements, and they can work against the screening. Vertex corrections and exchange between the hot electron and the electron it excites are also left out.

The background was further taken to be independent of q. A real shell polarizes like a uniform medium only for fields that vary slowly across an atom. With the background present, half of the static rate comes from q below 0.31 Å⁻¹, that is, from wavelengths above 2π/0.31 ≈ 20 Å, where this assumption is reasonable. The static rate is the low-energy limit; at 1 eV these small momentum transfers account for about 40% of the full rate. For collisions with larger momentum transfer a constant ε_b is likely to overstate the screening.

Within these limits the answer to the opening puzzle is that below their threshold the d electrons take part in the screening but not in the collisions. The square root measures how much of the scattering their screening can reach, since the mobile electrons already control the long-wavelength part. Most of the values used here, and some further ones, are listed in the numerical output.

Computed values

```
Model: r_s = 3.0 (dimensionless), eps_b = 6.0, xi = 1.0 eV
Fermi energy = 5.568 eV
kF = 1.2089 1/angstrom, kTF = 1.7055 1/angstrom
kTF/(2 kF sqrt(eps)): eps=1 0.705, eps=6 0.288
Lindhard, defining integral / formula = 1.00000000
Pair count, grid / formula = 1.00375
Rates at xi = 1 eV, then lifetimes:
  limiting law: eps=1 0.03907 eV, eps=6 0.01595 eV, ratio 0.4082
    lifetimes: eps=1 16.85 fs, eps=6 41.26 fs, ratio 2.449
  static Lindhard: eps=1 0.03838 eV, eps=6 0.01603 eV, ratio 0.4177
    lifetimes: eps=1 17.15 fs, eps=6 41.06 fs, ratio 2.394
  full dynamical: eps=1 0.03260 eV, eps=6 0.01227 eV, ratio 0.3765
    lifetimes: eps=1 20.19 fs, eps=6 53.63 fs, ratio 2.656
1/sqrt(eps_b) = 0.4082; 1/eps_b^2 = 0.0278
Local exponent n: eps=1 0.4560, eps=6 0.5011
Static interaction, eps=6 over eps=1:
  q = 0.01 1/angstrom: 0.9998
  q = 0.50 1/angstrom: 0.7138
  q = 1.00 1/angstrom: 0.4277
  q = 2.00 1/angstrom: 0.2340
Half the static rate comes from q below: eps=1 0.7210 1/angstrom,
  eps=6 0.3082 1/angstrom, ratio 0.4275
Full dynamical rates against xi:
  xi=0.01 eV: eps=1 3.8314e-06 eV, eps=6 1.5983e-06 eV, ratio 0.4172
  xi=0.10 eV: eps=1 3.7722e-04 eV, eps=6 1.5573e-04 eV, ratio 0.4128
  xi=0.50 eV: eps=1 8.8203e-03 eV, eps=6 3.4864e-03 eV, ratio 0.3953
  xi=1.00 eV: eps=1 3.2603e-02 eV, eps=6 1.2274e-02 eV, ratio 0.3765
  xi=1.50 eV: eps=1 6.8106e-02 eV, eps=6 2.4552e-02 eV, ratio 0.3605
Full dynamical / static Lindhard rate, minus 1:
  eps=1: xi=0.1 eV -0.01714, 0.01 eV -0.00174
  eps=6: xi=0.1 eV -0.02847, 0.01 eV -0.00291
High density, r_s = 0.01, xi = 0.0001 Fermi energies:
  full rate ratio eps=4 to eps=1: 0.49951
  full rate ratio eps=9 to eps=1: 0.33273
Static / limiting rate at r_s = 3, eps_b = 400: 1.00019
Gapped background: absorbs 2.0 to 20.0 eV, Im eps = 3.4109
  real eps at 0 eV 6.0000, at 1 eV 6.3096
  xi=1 eV: rate 0.01210 eV, over constant eps_b 0.9861
  xi=3 eV: with absorption 0.11129 eV, without 0.06680 eV
  xi=3 eV: free-electron rate 0.22360 eV
  xi=3 eV: with/without absorption 1.6662
```
